# Thermally averaged Landau-Zener rates from Marcus to adiabatic transition-state theory, part 2

The problem is the rate constant $k$ from reactant (state 1) to product (state 2) for one classical coordinate $x$ with mass $m$ on two diabatic energy curves,

$$U_1=\tfrac12 m\omega^2x^2,\qquad U_2=\tfrac12 m\omega^2(x-d)^2+\Delta G .$$

Their constant coupling is $V>0$, $\lambda=\tfrac12m\omega^2d^2$ is the reorganization energy, and $\beta=1/k_BT$. Atomic units are used, with $\hbar=1$. The curves cross at $x_c$, at energy $E^\ddagger=(\lambda+\Delta G)^2/(4\lambda)$, with slope difference $F=m\omega^2d$. The lower adiabatic curve $E_-$ has its barrier top at $x^\ddagger$.

The first derivation adds populations over repeated passages at speed $v$. Each passage changes the diabatic state with probability $P$:

$$k=k_{\rm ad}\langle\kappa\rangle,\qquad \kappa=\frac{2P}{1+P},\qquad P=1-e^{-2\pi V^2/(vF)} .\tag{1}$$

$$\kappa=P+(1-P)\frac{P}{1+P}
=\frac{P+P^2+P-P^2}{1+P}
=\frac{2P}{1+P}.\tag{4}$$

A definite crossing speed requires $mv^2/2$ much larger than $V$ and $\sqrt{vF}$. In the inverted region, $\Delta G<-\lambda$, $\kappa_{\rm inv}=2P(1-P)$ instead.

The transition-state rate on $E_-$ is

$$k_{\rm ad}=\frac{1}{\sqrt{2\pi\beta m}}\frac{e^{-\beta E_-(x^\ddagger)}}{Z},\tag{5}$$

with $Z=\int_{-\infty}^{x^\ddagger}e^{-\beta E_-(x)}dx$. The thermal flux average is $\langle\kappa\rangle=\int_0^\infty2u\,e^{-u^2}\kappa\,du$, where $u=v/v_T$, $v_T=\sqrt{2/(\beta m)}$ and $P=1-e^{-g/u}$, with

$$g=\frac{2\pi V^2}{Fv_T}=\frac{\pi V^2}{\omega\sqrt{\lambda k_BT}} .\tag{6}$$

For small $g$, $\langle\kappa\rangle=2\sqrt\pi\,g-6g^2\ln(1/g)+O(g^2)$. The weak-coupling limit of $k$ is the Marcus rate,

$$k\to V^2\sqrt{\frac{\pi}{\lambda k_BT}}e^{-\beta E^\ddagger}
=\frac{2\pi V^2}{\sqrt{4\pi\lambda k_BT}}
\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda k_BT}\right].\tag{8}$$

For large $g$, a saddle at $u_*=(g/2)^{1/3}$ gives

$$1-\langle\kappa\rangle\simeq
\sqrt{\frac\pi3}\left(\frac g2\right)^{1/3}
e^{-3(g/2)^{2/3}} .\tag{9}$$

The second derivation keeps wave amplitudes at fixed energy. A wave arriving on the lower curve may make round trips in the upper curve's well, giving the transmission amplitude

$$t_{\rm p}=\sqrt Pe^{i\chi}
\left[1-\frac{(1-P)z}{1-Pz}\right]
=\sqrt Pe^{i\chi}\frac{1-z}{1-Pz}.\tag{10}$$

Here $z=e^{i(\Phi-2\chi)}$, with round-trip phase $\Phi$ and passage phase $\chi$. Averaging uniformly over the phase of $z$ gives $\overline{|t_{\rm p}|^2}=2P/(1+P)$. A quantum scattering calculation tested this at energies 0.75 to 1.25 above the crossing, with $\hbar=m=1$.

### Thermal average over energy

In classical phase space, $dx\,dp/(2\pi)$ counts states. The flux in a momentum interval is $v\,dp/(2\pi)$. At a fixed position $dE=v\,dp$, so this is $dE/(2\pi)$. The reactant partition function on the lower curve is

$$Q=\frac1{2\pi}\int dp\,e^{-\beta p^2/2m}
\int_{-\infty}^{x^\ddagger}dx\,e^{-\beta E_-}
=\frac{1}{2\pi}\sqrt{\frac{2\pi m}{\beta}}\;Z,$$

where $Z$ is the position integral. With $E_b=E_-(x^\ddagger)$, the thermal rate is

$$k=\frac1{2\pi Q}\int_{E_b}^{\infty}
e^{-\beta E}\,\overline{|t_{\rm p}|^2}\,dE .$$

Assign to each energy the speed on the lower curve at the barrier top, $mv^2/2=E-E_b$. Then $\beta(E-E_b)=u^2$ and $\beta\,dE=2u\,du$. The integral becomes

$$k=\frac{e^{-\beta E_b}}{2\pi\beta Q}
\int_0^\infty2ue^{-u^2}\frac{2P}{1+P}du .$$

Substituting $Q$ turns the prefactor into $e^{-\beta E_b}/(\sqrt{2\pi\beta m}\,Z)$, which is $k_{\rm ad}$. Thus both derivations give equation (1).

The energy form exposes the approximate part of the interpolation. For $\Delta G=0$ the top of the lower barrier lies at $E^\ddagger-V$ and the minimum of the upper curve at $E^\ddagger+V$. For $\Delta G\ne0$ both are displaced from $x_c$ and lie closer together in energy. Between the two energies classical motion on the upper curve is impossible, and the picture behind equation (10) does not strictly apply. Measuring the kinetic energy from the lower barrier is a choice, uncertain by an energy of order $V$.

It would not be safe to set the transmission to one throughout the interval from $E^\ddagger-V$ to $E^\ddagger$. Relative to the diabatic flux, that interval would contribute $e^{\beta V}-1\simeq\beta V$. At small coupling this linear term would exceed the required $V^2$ rate. Conversely, averaging $\kappa$ over flux on the diabatic curve would omit the lowering of the barrier and miss adiabatic transition-state theory at strong coupling.

### The two ends without the interpolation

The weak limit can be found without a crossing velocity. Fermi's golden rule, averaged over reactant vibrational states, can be written as

$$k=V^2\int_{-\infty}^{\infty}dt\,
\left\langle e^{iH_1t}e^{-iH_2t}\right\rangle_1,$$

where $H_1$ and $H_2$ are the nuclear Hamiltonians of the two diabatic states. For classical nuclei, motion during the short correlation time may be neglected. The operator product becomes $e^{i(U_1-U_2)t}$, and integration over time gives

$$k=2\pi V^2\langle\delta(U_1-U_2)\rangle_1 .$$

In the reactant well $x$ is Gaussian, with variance $k_BT/(m\omega^2)$. The gap $U_1-U_2=Fx-\lambda-\Delta G$ is therefore Gaussian with mean $-(\lambda+\Delta G)$ and variance

$$\frac{F^2k_BT}{m\omega^2}=2\lambda k_BT .$$

Its density at zero is $(4\pi\lambda k_BT)^{-1/2}e^{-\beta E^\ddagger}$, which reproduces the Marcus rate in equation (8), including its prefactor. The same calculation holds in the inverted region. The vibrational golden-rule sums quoted from here on take $\Delta G$ equal to a whole number of quanta and replace the discrete energy-conserving delta functions by the level density $1/\omega$. This presumes that the levels are broadened by about half a quantum or more; for sharper levels the rate depends strongly on whether reactant and product levels coincide. For $\Delta G=-1.3$ eV, $\lambda=1$ eV and $T=300$ K, the vibrational golden-rule sum at quantum 0.005 eV exceeds it by 0.05% of the Marcus rate. The barrier there is only $(0.3)^2/4=0.0225$ eV, less than $k_BT$, so this close agreement does not test the deep inverted region.

At strong coupling, the symmetric case $\Delta G=0$ gives an explicit adiabatic rate. Put $s=x/d-1/2$. Then $U_1=\lambda(s+1/2)^2$ and $U_2=\lambda(s-1/2)^2$, so

$$E_-=\lambda\left(s^2+\tfrac14\right)-\sqrt{\lambda^2s^2+V^2}.$$

For $2V<\lambda$, a stationary point away from $s=0$ requires $\sqrt{\lambda^2s^2+V^2}=\lambda/2$. Thus $s^2=1/4-V^2/\lambda^2$ and the well energy is $-V^2/\lambda$. The barrier at $s=0$ has energy $\lambda/4-V$, hence height

$$\Delta E=\frac\lambda4-V+\frac{V^2}{\lambda}
=\frac{(\lambda-2V)^2}{4\lambda}.$$

The second derivative of the square root with respect to $s$ is $\lambda^2V^2/(\lambda^2s^2+V^2)^{3/2}$, or $8V^2/\lambda$ at the minimum. The curvature is therefore $2\lambda(1-4V^2/\lambda^2)$, compared with $2\lambda$ for a diabatic well. Harmonic transition-state theory gives

$$k_{\rm ad}\simeq\frac{\omega}{2\pi}
\sqrt{1-\frac{4V^2}{\lambda^2}}
\exp\left[-\frac{(\lambda-2V)^2}{4\lambda k_BT}\right].\tag{12}$$

It requires a barrier high compared with $k_BT$. As $2V$ approaches $\lambda$, the two wells merge and a rate between them loses its meaning.

### What the derivations assume

Both derivations use a thermal reactant population, the Landau-Zener probability, conserved energy during a crossing sequence, and relaxation after escape. Both neglect tunneling through the lower barrier. If friction removes energy between successive passages, their speeds differ and equation (4) no longer follows.

They differ in their treatment of coherence. The population derivation discards phase information after each passage. The wave derivation keeps it and needs a uniform distribution of round-trip phases. These are different physical conditions with the same average: phases may be randomized by other degrees of freedom, or a sufficiently broad range of energies may sample them.

The second possibility can be checked. For $\Delta G=0$ and $V\ll k_BT$, the upper well near the crossing is approximately V-shaped with slopes $\pm F/2$. The acceleration has magnitude $F/(2m)$, so a round trip at speed $v_T$ takes

$$t_{\rm r}=\frac{8mv_T}{F}=\frac{8}{\omega}\sqrt{\frac{k_BT}{\lambda}} .$$

Since the phase changes with energy at the rate $t_{\rm r}$, a thermal energy spread samples a phase range of order $k_BTt_{\rm r}$. Call this range $R=k_BTt_{\rm r}$. For typical arrivals, $u\sim1$, uniform sampling of the phase by energy alone needs $R$ much larger than $2\pi$. Slow arrivals behave differently. At speed $uv_T$ the round trip takes $ut_{\rm r}$ and $dE=2uk_BT\,du$, so the energy-dependent part of the phase is $\tfrac23Ru^3$, which stays below a radian for $u\lesssim R^{-1/3}$. At weak coupling the factor $1/u$ in $P$ cancels the flux factor $u$, so these arrivals carry a fraction of order $R^{-1/3}$ of the rate, and the uniform average is approached only slowly as $R$ grows. This slow approach refers to energies above the crossing. For a linear crossing at weak coupling, the rate missing above the crossing is made up by tunneling from just below it, and the sum differs from the uniform average only by the factor $e^{1/(3R^2)}$. The condition on $R$ therefore concerns the derivation; it is not necessary for the thermal rate to be accurate.

### A numerical crossover

Take round model parameters $\lambda=1$ eV, $\Delta G=0$, $\omega=0.01$ eV, $T=300$ K and $m=100$ u. Then $k_BT=0.02585$ eV and $d=0.914$ angstrom. The slope difference is $F=2\lambda/d=2.19$ eV/angstrom, and the diabatic barrier is $\lambda/4=0.25$ eV.

The thermal phase range is

$$k_BTt_{\rm r}=\frac{8(0.02585)\sqrt{0.02585}}{0.01}\simeq3.3 .$$

This is less than $2\pi$. The constant-speed condition is also not well met, since $\sqrt{Fv_T}=\sqrt{2(0.01)\sqrt{0.02585}}=0.057$ eV exceeds $k_BT$. The conditions used in the derivation are therefore not met in this one-coordinate example. That does not show that the thermal rate is inaccurate: at weak coupling the vibrational golden-rule sum for this same single coordinate, quoted below and taken with the level density $1/\omega$, stays within a few percent of the Marcus rate.

For $V=0.01$ eV,

$$g=\frac{\pi(0.01)^2}{0.01\sqrt{0.02585}}=0.195,$$

and the thermal average is $\langle\kappa\rangle=0.387$. The adiabatic rate is $2.24\times10^8\ {\rm s}^{-1}$, so $k=0.387(2.24\times10^8)=8.67\times10^7\ {\rm s}^{-1}$. The results across the crossover, with rates in s$^{-1}$, are:

| $V$ (eV) | $\langle\kappa\rangle$ | $k$ | Marcus | $k_{\rm ad}$ |
|---:|---:|---:|---:|---:|
| 0.001 | 0.0068 | 1.08e6 | 1.06e6 | 1.59e8 |
| 0.003 | 0.0560 | 9.59e6 | 9.51e6 | 1.71e8 |
| 0.010 | 0.387 | 8.67e7 | 1.06e8 | 2.24e8 |
| 0.030 | 0.919 | 4.31e8 | 9.51e8 | 4.69e8 |
| 0.100 | 1.000 | 4.84e9 | 1.06e10 | 4.84e9 |

At $V=0.003$ eV, the full rate is within 1% of the Marcus rate partly through cancellation. The averaged probability is 0.0560, whereas $2\sqrt\pi g=0.0623$, a reduction of about 10%. Barrier lowering acts the other way, by approximately $e^{\beta V}=e^{0.116}=1.12$. Close agreement at this one coupling is therefore not evidence that both weak-coupling conditions are well satisfied. The two opposing corrections belong to the interpolation formula and should not be read as separate physical effects: the quantum rate of the model has no term linear in $\beta V$ and no logarithm at such small couplings.

A natural crossover coupling is found by equating the Marcus prefactor to $\omega/(2\pi)$, or $2\sqrt\pi g=1$:

$$V_c=\left[\frac{\omega\sqrt{\lambda k_BT}}{2\pi^{3/2}}\right]^{1/2}
=0.0120\ {\rm eV}.$$

The averaged probability there is 0.48, not one, because the linear formula omits two reductions: $P$ saturates for slow passages, and repeated passages divide $2P$ by $1+P$. Near this coupling the choice of reference energy for the speed and barrier matters. At $V=0.01$ eV, barrier lowering alone is a factor of about $e^{0.387}=1.47$. That factor is already included in $k_{\rm ad}$ and is not itself an error estimate. The intermediate rates are an interpolation whose error is not fixed by the derivation.

At $V=0.1$ eV the lower barrier is 0.16 eV and the frequency factor is 0.980. Equation (12) gives $4.86\times10^9\ {\rm s}^{-1}$, about 0.5% above the rate from the full configurational integral. The interpolation gives a missing probability $1-\langle\kappa\rangle$ of $2.5\times10^{-6}$. This value is only formal: it comes from kinetic energies near $u_*^2k_BT\simeq0.12$ eV, below the gap $2V=0.2$ eV, where the Landau-Zener picture does not strictly apply. The Marcus formula is now too large by a factor of 2.2, the net result of two much larger errors. Its prefactor continues to grow as $V^2$ and corresponds to $2\sqrt\pi g\simeq69$, although a passage cannot transfer more than the whole arriving population. It also omits the barrier lowering of 0.09 eV, a factor $e^{0.09/0.02585}\simeq33$, and the frequency factor 0.980.

Nuclear quantum effects set a separate limit. At weak coupling and $\Delta G=0$, the vibrational golden-rule sum exceeds the classical Marcus rate by 3.4% for the 0.01 eV quantum and by 0.8% for a 0.005 eV quantum. This supports the classical weak limit for these parameters, but it does not test tunneling at intermediate or strong coupling.

## Numbers as computed

```
temperature = 300 K, kT = 0.025852 eV
lambda = 1.00 eV, hbar*omega = 0.010 eV, dG = 0 eV
effective mass = 100 u
displacement d = 0.9143 angstrom
slope difference dF = 2.1874 eV/angstrom
thermal velocity sqrt(2kT/m) = 0.002234 angstrom/fs
diabatic crossing energy = 0.2500 eV
omega/(2 pi) = 2.4180e+12 1/s
two-state equation, V = 0.2 (hbar = gap rate = 1): diabatic survival 0.77777, formula 0.77777
two-state equation, V = 0.4 (hbar = gap rate = 1): diabatic survival 0.36592, formula 0.36593
two-state equation, V = 0.6 (hbar = gap rate = 1): diabatic survival 0.10414, formula 0.10415
passages at P = 0.5: normal 0.6667, inverted 0.5000
scattering, V = 0.06 (hbar = m = 1): quantum 0.3802, 2P/(1+P) 0.3799, P 0.2346
scattering, V = 0.10 (hbar = m = 1): quantum 0.6879, 2P/(1+P) 0.6875, P 0.5239
overlap-sum/Marcus, dG = 0 eV, quantum 0.010 eV: 1.0340
overlap-sum/Marcus, dG = 0 eV, quantum 0.005 eV: 1.0084
overlap-sum/Marcus, dG = -0.3 eV, quantum 0.005 eV: 1.0069
overlap-sum/Marcus, dG = -1.3 eV, quantum 0.005 eV: 1.0005
full/Marcus at V = 2e-6 eV, dG = -0.3 eV: 1.00112
full/Marcus at V = 2e-6 eV, dG = 0.0 eV: 1.00008
full/Marcus at V = 2e-6 eV, dG = 0.3 eV: 1.00007
V = 0.1 eV: well -0.0100 eV, barrier 0.1600 eV
V = 0.1 eV: frequency ratio 0.9798
V = 0.1 eV: harmonic adiabatic rate 4.8608e+09 1/s
V = 0.1 eV: full/harmonic adiabatic rate 0.9948
weak-limit logarithm coefficient = 5.9994 (derived: 6)
1-<kappa>, g = 200: numeric/saddle = 1.0064
1-<kappa>, V = 0.1 eV: numeric 2.504e-06, saddle 2.431e-06
crossover coupling = 0.01202 eV, <kappa> there = 0.4820
V = 0.001 eV: g = 0.00195, <kappa> = 0.00680, V/kT = 0.0387
  rates in 1/s: full 1.0785e+06, Marcus 1.0572e+06, adiabatic 1.5864e+08
V = 0.003 eV: g = 0.01759, <kappa> = 0.05599, V/kT = 0.1160
  rates in 1/s: full 9.5936e+06, Marcus 9.5146e+06, adiabatic 1.7135e+08
V = 0.010 eV: g = 0.19539, <kappa> = 0.38721, V/kT = 0.3868
  rates in 1/s: full 8.6654e+07, Marcus 1.0572e+08, adiabatic 2.2379e+08
V = 0.030 eV: g = 1.75851, <kappa> = 0.91893, V/kT = 1.1605
  rates in 1/s: full 4.3134e+08, Marcus 9.5146e+08, adiabatic 4.6939e+08
V = 0.100 eV: g = 19.53902, <kappa> = 1.00000, V/kT = 3.8682
  rates in 1/s: full 4.8355e+09, Marcus 1.0572e+10, adiabatic 4.8355e+09
```
